Why infrared peak-area ratios are not, by themselves, bond-number ratios

Q: I have the absorption spectrum of a model dielectric film that contains two kinds of bond, A and B, with one infrared vibration per bond. Peak A has 7.62 times the area of peak B. I conclude that there are 7.62 A bonds for each B bond. Every bond absorbs, so the area counts bonds.

A: The area is proportional to the number of bonds of one kind, as long as everything else stays fixed. Your conclusion needs more: that one A bond contributes the same area as one B bond. What makes a vibration absorb?

Q: The light pulls on the charges and drives the vibration.

A: Then the pull has to enter the area. I use Hartree atomic units, Gaussian fields and the time factor exp(−iωt). Let Q be the mass-weighted coordinate of a harmonic mode, μ its dipole moment and μ' = ∂μ/∂Q, a vector. The interaction energy −μ'·E_loc Q gives the force μ'·E_loc, where E_loc is the field acting on the mode. With a damping rate γ,

Q'' + γQ' + ω₀²Q = μ'·E_loc.

Here the primes on Q are time derivatives. For a field oscillating at ω, Q'' = −ω²Q and Q' = −iωQ, so

Q = μ'·E_loc / (ω₀² − ω² − iγω).

The induced dipole is μ'Q. Its component along the field therefore contains μ' twice: once because the field drives the mode, and once because the moving mode produces a dipole. If μ' makes an angle φ with the field, the product is |μ'|² cos²φ, and random orientation gives cos²φ the mean 1/3. The mean polarizability is

a(ω) = (|μ'|²/3) / (ω₀² − ω² − iγω).

Q: So a bond whose dipole changes twice as much absorbs four times as strongly?

A: At equal mass and in the same surroundings, yes. If r is the change of a length, M the effective mass and q = ∂μ/∂r, then Q = √M r and |μ'|² = q²/M. In your film, A has q = 2 e and M = 20000 mₑ, while B has q = 0.5 e and M = 4000 mₑ. Thus

|μ'_A|² = 4/20000 = 2.0×10⁻⁴ e²/mₑ,
|μ'_B|² = 0.25/4000 = 6.25×10⁻⁵ e²/mₑ.

Their ratio is 3.2.

Q: Then I divide 7.62 by 3.2 and get 2.38 A bonds per B bond.

A: That would be right if both modes felt the light equally. What field acts on a mode inside the film?

Q: The average field E in the film, I suppose.

A: The neighbouring dipoles add to it. Draw a sphere around the mode. For a cubic arrangement of equal parallel dipoles, those inside the sphere give a field at the centre proportional to the sum of (3z² − r²)/r⁵. This vanishes because x², y² and z² contribute equally. The polarized matter outside leaves a surface charge −P cosφ on the sphere, where φ is measured from P. The field component along P at the centre is

∫ P cos²φ dΩ = 4πP/3.

Hence E_loc = E + (4π/3)P. A direct sum over a long needle-shaped lattice gives 4.179 for the coefficient, against 4π/3 = 4.189. The small deficit has the sign expected from the charges at the needle's ends, whose field opposes P. For a disordered film this Lorentz field is a mean-field assumption.

Q: How does it get into the peak area?

A: Let X be the sum of density times polarizability over everything in the film, electrons included. Then P = X[E + (4π/3)P]. Collecting P gives P(1 − 4πX/3) = XE, and since ε = 1 + 4πP/E,

ε = 1 + 4πX/(1 − 4πX/3) = (1 + 8πX/3)/(1 − 4πX/3).

Now separate one band, of density N, from the rest, which I call its host. Write 4πX/3 = b + y, with b from the host and y = (4π/3)Na from the band. Then

ε = (1 + 2b + 2y)/(1 − b − y),
ε_h = (1 + 2b)/(1 − b).

In the difference ε − ε_h, the numerator over the common denominator is

(1 + 2b + 2y)(1 − b) − (1 + 2b)(1 − b − y)
= 2y(1 − b) + y(1 + 2b) = 3y.

Also ε_h + 2 = 3/(1 − b), so define L = (ε_h + 2)/3 = 1/(1 − b). Because 1 − b − y = (1 − Ly)/L,

ε − ε_h = 3y/[(1 − b)(1 − b − y)] = 3L²y/(1 − Ly).

Finally put w = (4π/3)N|μ'|² and D = ω₀² − ω² − iγω. Then 3y = w/D, and multiplying numerator and denominator by D gives

ε − ε_h = L²w/(D − Lw/3).

Q: Why is L squared? The field is enhanced only once.

A: The field driving the mode is enhanced once. The dipole of the mode then polarizes its host, which enhances the response a second time. The remaining term, −Lw/3, lowers the resonance frequency.

Q: That is a permittivity. My peak is an absorption.

A: A wave varies as exp(i√ε ωz/c), so its intensity decays with the coefficient α = 2ω Im√ε/c. By area I mean ∫α dω, with α obtained from the film's optical constants, so that reflection and interference have been removed. The area under −ln(transmittance) of a thin film will not do: for bands as strong as these, the ratio of such areas depends on the film thickness beyond roughly 10 nm. In thinner films it follows ω Im ε rather than α and levels off near 9.3 at normal incidence, not 7.62. Where a strong band makes ε negative, α also describes the decay of a wave that is mostly reflected, not absorbed.

First let the host be constant, real and positive, with n_h = √ε_h. At high frequency D → −ω², so ε → ε_h − L²w/ω². Expanding the square root,

√ε − n_h → −K/ω², with K = L²w/(2n_h).

Both the poles and the zeros of ε are resonances of damped oscillators, so they lie in the lower half of the complex frequency plane, provided the shifted squared frequency ω₀² − Lw/3 stays positive. The function ω(√ε − n_h) is then analytic in the upper half plane, and its integral around the real axis closed by a large semicircle is zero. On the semicircle it equals −K/ω, and ∫dω/ω = iπ there, so the arc contributes −iπK. The real axis must contribute +iπK. Since ω Im√ε is even in ω,

2∫₀^∞ ω Im√ε dω = πK.

Multiplying ∫₀^∞ ω Im√ε dω = πK/2 by 2/c gives the area

∫α dω = πK/c = πL²w/(2c n_h) = (2π²/3c) N|μ'|² f,
f = [(ε_h + 2)/3]²/√ε_h.

For a constant host this holds within the model even for a strong band. The damping has dropped out: it changes the width and height of the peak, but not its complete area.

Q: But both my peaks come from the same film. Surely f is the same for both and cancels.

A: It cancels if both bands have the same host. The host of B contains everything except B, and that includes A. Is A a weak band?

Q: No, it is the big one.

A: Then it changes the permittivity that B experiences. The separation of a band from its host used no constancy of ε_h, so it holds at each frequency. If ε_h varies little across B, the area formula applies approximately, with ε_h taken at the peak of B. B need not be weak for this: here it makes ε negative over about 9 cm⁻¹, but its host changes only from 1.47 to 1.50 across that range.

The electronic permittivity is ε_e = 2.1, so L_e = 4.1/3 = 1.367. Band A has density 0.004 bohr⁻³ and bare frequency 0.005 hartree/ħ. In these units

w_A = (4π/3)(0.004)(2.0×10⁻⁴) = 3.35×10⁻⁶,
L_e²w_A = 6.26×10⁻⁶,
ω_A² − L_e w_A/3 = 2.50×10⁻⁵ − 0.153×10⁻⁵ = 2.35×10⁻⁵.

Peak B is at 0.00578 hartree/ħ, whose square is 3.34×10⁻⁵. Neglecting damping this far from the resonance of A, the host of B has

ε_h = 2.1 + 6.26×10⁻⁶/(2.35×10⁻⁵ − 3.34×10⁻⁵) ≈ 1.47.

Above its own resonance, A moves in opposite phase to the field driving it, so it reduces the permittivity.

Q: Does a smaller permittivity mean a smaller area? There is also √ε_h in the denominator of f.

A: The two effects compete. Differentiating ln f,

d ln f/dε_h = 2/(ε_h + 2) − 1/(2ε_h) = (3ε_h − 2)/[2ε_h(ε_h + 2)].

This is positive for ε_h > 2/3, so here the weaker local field wins. The factors are

f_B = (3.472/3)²/√1.472 = 1.104,
f_A = (4.198/3)²/√2.198 = 1.321.

The host of A has permittivity 2.198, slightly above 2.1, because A lies below the resonance of B and B therefore responds in phase. The ratio f_A/f_B is 1.196.

Q: So I should divide by that as well?

A: Yes:

N_A/N_B = 7.62/(3.2 × 1.196) = 1.99.

The densities set in the model are 0.004 and 0.002 bohr⁻³, so the true ratio is 2. Your first reading was too large by a factor of 3.8. The correction for the dipole derivative alone left 2.38, which is 19% above the true value.

Q: And the last half per cent?

A: The formula for each area is approximate here. Direct integration of the spectrum gives 5.060×10⁻⁸ hartree/(ħ bohr) for A and 6.641×10⁻⁹ for B, or 2.10×10⁶ and 2.75×10⁵ cm⁻² when α is in cm⁻¹ and is integrated over wavenumber. The formula is 0.3% high for A and 0.2% low for B, relative to the integrals. The peaks were divided at a fixed frequency, so each loses a tail to the other, and the host varies a little across each peak. I have not separated these two errors.

Q: I am still suspicious of f. Can you show that A really changes the area of B?

A: Remove A, and keep every B bond and the electronic background. The area of B becomes 7.736×10⁻⁹ hartree/(ħ bohr). With A present it is 6.641×10⁻⁹, which is 14% less for the same number of B bonds. The factors predict the same change: 1.104/1.289 = 0.86, where 1.289 is f for the electronic host alone.

Q: Where did the missing area go?

A: To A. With both bands present over the constant electronic background, the high-frequency limit contains the sum w_A + w_B. The contour argument then fixes the total area, though not its division between the peaks. The integrated total, 5.724×10⁻⁸ hartree/(ħ bohr), agrees with this sum rule.

Q: When may I forget about f, then?

A: When the bands have practically the same host. Reduce both dipole derivatives tenfold, which makes each w a hundred times smaller. The bands then hardly affect each other, and the area ratio becomes 6.38, close to 2 × 3.2 = 6.4. The field factors have cancelled, but the dipole derivatives have not: 6.38 is still far from 2.

Q: Suppose I avoid the dipole derivatives too, by comparing the same band in two films. For equal thickness, twice the area must mean twice the density.

A: It does if the mode and its host are unchanged and the host permittivity is practically constant across the band. Compare the film containing B alone with one diluted uniformly to half the density, electrons included. Dilution halves b. From ε_e = 2.1,

b = (ε_e − 1)/(ε_e + 2) = 1.1/4.1 = 0.268.

With b = 0.134 the permittivity is (1 + 0.268)/(1 − 0.134) = 1.46, and f falls from 1.289 to 1.102. The area ratio is therefore

2 × 1.289/1.102 = 2.34.

Reading this as a density ratio overestimates the true value of 2 by 17%. The example describes uniform thinning. A film with pores much larger than a bond has dense walls and empty spaces, and needs a model of the field in that geometry.

Q: At least the dipole derivative belongs to the bond. I could tabulate it once for each kind of bond.

A: It belongs to the mode, and a mode can involve several bonds. Consider a bridge in a network: a middle atom joined to two end atoms by identical bonds at an angle θ. Let e₁ and e₂ be unit vectors from the middle atom to the ends, and r₁ and r₂ the bond stretches. Suppose that stretching alone costs energy, k(r₁² + r₂²)/2, and that the dipole is

μ = q(r₁e₁ + r₂e₂),

with no static bond dipoles. How many stretching peaks do you expect?

Q: Two identical bonds, so one peak.

A: The bonds share the middle atom, so they are coupled. End atom 1 has acceleration −kr₁e₁/m_end, and the middle atom has k(r₁e₁ + r₂e₂)/m_mid. For small motions, projecting their difference on e₁ gives

r₁'' = −kr₁/m_end − k(r₁ + r₂ cosθ)/m_mid,

and the equation for r₂ follows by exchanging the labels. Adding and subtracting the two equations separates s = (r₁ + r₂)/√2 from t = (r₁ − r₂)/√2:

s'' = −kG_s s, G_s = 1/m_end + (1 + cosθ)/m_mid,
t'' = −kG_t t, G_t = 1/m_end + (1 − cosθ)/m_mid.

The potential energy of the symmetric mode is ks²/2. In its mass-weighted coordinate it is also kG_sQ²/2, so s = √G_s Q. The same holds for t with G_t. Since ∂μ/∂s = q(e₁ + e₂)/√2 and |e₁ + e₂|² = 2 + 2cosθ,

|μ'_s|² = q²(1 + cosθ)G_s.

For t the vector is e₁ − e₂, which gives

|μ'_t|² = q²(1 − cosθ)G_t.

Take θ = 140°, q = 1 e, m_end = 50000 mₑ and m_mid = 30000 mₑ. With cosθ = −0.766,

|μ'_s|² = 0.234(1/50000 + 0.234/30000) = 6.50×10⁻⁶ e²/mₑ,
|μ'_t|² = 1.766(1/50000 + 1.766/30000) = 1.39×10⁻⁴ e²/mₑ.

Their ratio is 21.4. A normal-mode calculation in Cartesian coordinates confirms both expressions at this angle and at three others.

Q: So with equal field factors I would see one peak 21 times larger than the other, and both come from the same two bonds?

A: Yes. Each bridge has one mode of each kind, so the ratio of mode numbers is 1. At θ = 180° the two bond dipoles cancel in the symmetric stretch. That peak has zero area although no bond has disappeared. A change of bridge angle can therefore change an area ratio at a fixed number of bonds. In a real bridge, bending forces, static bond dipoles and charge moving between the bonds would alter these numbers.

Q: Is there any way to count bonds from my spectrum?

A: Use the full relation,

N_A/N_B = (area_A/area_B) × (|μ'_B|²/|μ'_A|²) × (f_B/f_A),

and convert modes to bonds. The two correction factors must come from outside the area ratio: from a calculation, or from a reference film of known composition. A reference film gives their product, and that product can be transferred if the modes and their hosts are the same in your film. Strong bands belong to each other's hosts, so for them this generally requires nearly the same densities as in the reference.

In the count above I calculated f from the densities set in the model, so the result 1.99 tests the relation; it does not discover an unknown composition. In an unknown film ε_h depends on the densities you seek. They and f must then be found together, for example by fitting the permittivity model above to the absolute absorption coefficient α(ω), with the dipole derivatives known.

The relation also has limits. If a weak band lies where a strong neighbour makes ε_h negative, or where the host itself absorbs strongly, √ε_h is not a real refractive index and this f cannot be used. The whole spectrum must then be fitted with a model of ε.

The same is needed when the bands overlap. The damping in this film is only 2×10⁻⁶ hartree/ħ, or 0.44 cm⁻¹. If the damping itself were tens of cm⁻¹, the long Lorentzian tail of A would add to the area assigned to B, and dividing these peaks at a fixed frequency would give too few A bonds per B bond: about 1.3 at 40 cm⁻¹. Widths of that size are common in disordered solids, but there they come largely from a spread of bond frequencies. A Gaussian spread has short tails: in this model it leaves the count within 1% of 2 up to a full width of 60 cm⁻¹ and raises it to about 2.1 at 90 cm⁻¹. The size and sign of the error depend on the line shape.

Q: So 7.62 compared the areas under α, not the numbers of bonds.

A: Yes, and in this film it belongs to two A bonds for each B bond. The numerical output below lists the inputs and areas from which you can repeat the count.

Table of computed values

```
Lattice local field / polarization: 4.179 (no unit)
Lorentz value 4 pi/3: 4.1888 (no unit)
Band A density: 0.004 bohr^-3
Band A dipole derivative per length: 2 e
Band A reduced mass: 20000 m_e
Band A bare frequency: 0.005 hartree/hbar
Band A squared mode derivative: 0.0002 e^2/m_e
Band B density: 0.002 bohr^-3
Band B dipole derivative per length: 0.5 e
Band B reduced mass: 4000 m_e
Band B bare frequency: 0.0058 hartree/hbar
Band B squared mode derivative: 6.25e-05 e^2/m_e
Damping: 2e-06 hartree/hbar
Electronic permittivity: 2.1 (no unit)
Window boundary: 0.0055 hartree/hbar
Peak A in film: 0.0048412 hartree/hbar
Peak B in film: 0.0057826 hartree/hbar
Host permittivity at A: 2.1981 (no unit)
Host permittivity at B: 1.4719 (no unit)
Field factor f at A: 1.3208 (no unit)
Field factor f at B: 1.104 (no unit)
Field factor f, electronic host only: 1.2889 (no unit)
Area A, quadrature: 5.0602e-08 hartree/(hbar bohr)
Area A, formula: 5.0735e-08 hartree/(hbar bohr)
Area B, quadrature: 6.6409e-09 hartree/(hbar bohr)
Area B, formula: 6.6258e-09 hartree/(hbar bohr)
Area A converted: 2.099e+06 cm^-2
Area B converted: 2.754e+05 cm^-2
Total area, quadrature: 5.7243e-08 hartree/(hbar bohr)
Total area, sum rule: 5.7244e-08 hartree/(hbar bohr)
True number ratio A/B: 2 (no unit)
Squared-derivative ratio A/B: 3.2 (no unit)
Field-factor ratio A/B: 1.1964 (no unit)
Area ratio A/B (false number ratio): 7.6197 (no unit)
Corrected number ratio A/B: 1.9902 (no unit)
Area B with A removed: 7.7355e-09 hartree/(hbar bohr)
Change of area B caused by A: -14.15 percent
Weak-control area ratio A/B: 6.3801 (no unit)
Number ratio times derivative ratio: 6.4 (no unit)
Diluted-film electronic permittivity: 1.4648 (no unit)
Diluted-film field factor f: 1.1021 (no unit)
Dense/diluted density ratio: 2 (no unit)
Dense/diluted band B area ratio: 2.339 (no unit)
Bridge angle: 140 degrees
Bridge end-atom mass: 50000 m_e
Bridge middle-atom mass: 30000 m_e
Bridge bond dipole derivative: 1 e
Bridge symmetric squared derivative: 6.5036e-06 e^2/m_e
Bridge antisymmetric squared derivative: 0.00013928 e^2/m_e
Bridge antisymmetric/symmetric ratio: 21.416 (no unit)
Straight-bridge symmetric strength: 0.00000000 e^2/m_e
```
